\section*{Carrier lifetime from the open-circuit decay of a long-base diode}

\section{The problem}

A p$^+$n diode carries a steady forward current. At $t=0$ the external current is cut abruptly, and the junction voltage $V(t)$ is followed while the holes stored in the n base disappear. The base has uniform donor density $N$, hole diffusivity $D$ and a constant hole lifetime $\tau$, and it is much longer than the diffusion length $L=\sqrt{D\tau}$. The excess hole density $p(x,t)$, with $x$ measured from the edge of the depletion region into the base, is everywhere far below $N$ (low injection). Electron injection into the emitter, recombination in the depletion region and the charge needed to change the depletion width are neglected. The temperature is 300 K, so that $V_T=k_BT/q=25.85$ mV.

For a diode that obeys these assumptions, the voltage at $t=10\ \mu$s has fallen by 47.8 mV from its value just after the interruption, and its slope is $-3.411$ mV/$\mu$s. Throughout the decay $V\gg V_T$.

\begin{enumerate}
\item Find the edge density $p(0,t)$ in terms of $p_0=p(0,0)$.
\item Find $\tau$ from the slope at 10 $\mu$s. By how much does the estimate $V_T/|dV/dt|$ miss it?
\item How long must one wait for that estimate to be within 10\% or 5\% of $\tau$, and does waiting help in a silicon diode where the neglected effects are present?
\end{enumerate}

\section{A tempting solution}

With the current cut, no holes enter or leave the base, so the stored charge can only recombine. It therefore decays as $e^{-t/\tau}$. The edge density is proportional to the stored charge, so $p(0,t)=p_0e^{-t/\tau}$. Since $p(0,t)\propto e^{V/V_T}$, the voltage falls linearly, with slope $-V_T/\tau$, and
\begin{equation}
\tau=\frac{V_T}{|dV/dt|}=\frac{25.85\ \text{mV}}{3.411\ \text{mV}/\mu\text{s}}=7.58\ \mu\text{s}.
\end{equation}

The data contradict this. A linear fall at 3.411 mV/$\mu$s would amount to 34.1 mV after 10 $\mu$s, not 47.8 mV. The voltage must have fallen faster earlier on.

\section{Where the argument fails}

The statement about the total charge is right. The fault is the next sentence: edge density and stored charge are proportional only while the profile keeps its shape. Under steady current the profile slopes down from the edge, and that slope carries the hole current. Once the current is cut, the slope at the edge must vanish. Holes near the edge continue to diffuse inward, but none replace them. The edge density then falls by recombination and by diffusion together, and the junction voltage registers the edge density alone.

There is a case in which the tempting argument is correct. If the base were filled uniformly, $p(x,0)=p_0$, the profile would have no gradient, would stay uniform, and would decay as $e^{-t/\tau}$ everywhere. A profile set up by a forward current is not of this kind.

\section{The edge density}

\subsection{Equation and boundary condition}

The hole current density is $J_p=q\mu_p pE-qD\,\partial_xp$, where the small equilibrium hole density is dropped beside $p$. To see that drift is negligible, use quasi-neutrality (excess electron density equal to $p$) and $p\ll N$. With electron mobility $\mu_n$ and diffusivity $D_n$, the total current density is
\begin{equation}
J=q\mu_nNE+q(D_n-D)\,\partial_xp .
\end{equation}
In the steady state $J=qDp_0/L$ and $\partial_xp=-p_0/L$ at the edge, so $\mu_nNE=D_np_0/L$. The Einstein relation $D_n=\mu_nV_T$ gives $E=V_Tp_0/(NL)$. The drift term is then $q\mu_pp_0E=(qDp_0/L)(p_0/N)$, which is smaller than the diffusion term by the factor $p_0/N$. After the cut $J=0$, and the field is again of first order in $p/N$. Hole conservation, $\partial_tp=-\partial_xJ_p/q-p/\tau$, becomes
\begin{equation}
\frac{\partial p}{\partial t}=D\frac{\partial^2p}{\partial x^2}-\frac p\tau .
\label{eq:diff}
\end{equation}

The initial profile is the steady solution that vanishes deep in the base: $Dp''=p/\tau$ gives $p(x,0)=p_0e^{-x/L}$.

For $t>0$ the hole and electron currents at the edge add to zero. Any electron current there would have to cross the junction into the emitter, recombine in the depletion region or change the depletion charge, and all three are neglected. Both currents therefore vanish separately, and
\begin{equation}
\frac{\partial p}{\partial x}\bigg|_{x=0}=0,\qquad t>0 .
\label{eq:bc}
\end{equation}
Integrating (\ref{eq:diff}) over the base with this condition gives $dQ/dt=-Q/\tau$ for the stored charge $Q$, as the tempting solution claimed.

\subsection{Solution}

Write $p=e^{-t/\tau}w$. Then $\partial_tp=e^{-t/\tau}(\partial_tw-w/\tau)$, the recombination terms cancel, and $\partial_tw=D\,\partial_x^2w$. Condition (\ref{eq:bc}) is met by extending the initial profile evenly to $x<0$, because an even function stays even under diffusion and has zero slope at the origin. Convolution with the heat kernel, taken at $x=0$ where the two halves contribute equally, gives
\begin{equation}
w(0,t)=\frac{2p_0}{\sqrt{4\pi Dt}}\int_0^\infty e^{-y/L}e^{-y^2/4Dt}\,dy .
\end{equation}
Let $\theta=t/\tau=Dt/L^2$. Completing the square,
\begin{equation}
\frac{y^2}{4Dt}+\frac yL=\left(\frac{y}{2\sqrt{Dt}}+\sqrt\theta\right)^2-\theta .
\end{equation}
With $z=y/(2\sqrt{Dt})+\sqrt\theta$ and $dy=2\sqrt{Dt}\,dz$,
\begin{equation}
w(0,t)=p_0e^{\theta}\frac{2}{\sqrt\pi}\int_{\sqrt\theta}^\infty e^{-z^2}dz=p_0e^\theta\,\mathrm{erfc}\sqrt\theta .
\end{equation}
The factor $e^{-t/\tau}=e^{-\theta}$ cancels $e^{\theta}$, which answers the first question:
\begin{equation}
p(0,t)=p_0\,\mathrm{erfc}\sqrt{t/\tau}.
\label{eq:erfc}
\end{equation}
At $t=\tau$ the edge density is $0.157\,p_0$, whereas the stored charge is still $e^{-1}=0.368$ of its initial value.

\section{The lifetime read from the slope}

\subsection{Tangent and lifetime}

With $p_{n0}$ the equilibrium hole density, the junction law is $p(0,t)=p_{n0}(e^{V/V_T}-1)$, so $V=V_T\ln[1+p(0,t)/p_{n0}]$ and
\begin{equation}
\frac{dV}{dt}=V_T\,\frac{\partial_tp}{p}\,\frac{p}{p+p_{n0}}
=V_T\,\frac{\partial_tp}{p}\left(1-e^{-V/V_T}\right)\quad\text{at }x=0 .
\end{equation}
From (\ref{eq:erfc}) and the chain rule,
\begin{equation}
\partial_tp=-p_0\,\frac{2}{\sqrt\pi}\,e^{-\theta}\,\frac{1}{2\sqrt\theta}\,\frac1\tau=-\frac{p_0e^{-\theta}}{\tau\sqrt{\pi\theta}} .
\end{equation}
The apparent lifetime $\tau_{\rm app}=V_T/|dV/dt|$ is therefore
\begin{equation}
\tau_{\rm app}=\frac{\tau F(\theta)}{1-e^{-V/V_T}},\qquad
F(\theta)=\sqrt{\pi\theta}\,e^\theta\,\mathrm{erfc}\sqrt\theta .
\label{eq:app}
\end{equation}
For $V\gg V_T$ the denominator is one and $\tau_{\rm app}=\tau F$. At lower voltage the denominator raises the reading: by 5\% at $V=3V_T$, 16\% at $2V_T$ and 58\% at $V_T$.

The edge decay rate is $1/(\tau F)$. Equation (\ref{eq:diff}) splits it into recombination, $1/\tau$, and inward diffusion, $-D\,\partial_x^2p/p=(1/F-1)/\tau$. At $t=\tau$, $1/F=1.319$, so diffusion adds 0.319 of the recombination rate.

\subsection{Size of the error}

Substitute $z^2=\theta+s$, $dz=ds/(2\sqrt{\theta+s})$, in the integral for erfc:
\begin{equation}
F(\theta)=\int_0^\infty\frac{e^{-s}}{\sqrt{1+s/\theta}}\,ds .
\label{eq:int}
\end{equation}
The integrand lies below $e^{-s}$ and grows with $\theta$, so $F$ rises steadily from 0 to 1. In the ideal model with $V\gg V_T$ the reading is too short at every finite time. At very early times $F\simeq\sqrt{\pi\theta}$, and the reading tends to zero.

For later times regard (\ref{eq:int}) as an average over the weight $e^{-s}$, for which $\langle s\rangle=1$ and $\langle s^2\rangle=2$. The function $(1+s/\theta)^{-1/2}$ is convex in $s$, so its average is at least its value at $s=1$ (Jensen's inequality). Its third derivative is negative, so it lies below its second-order Taylor polynomial $1-s/2\theta+3s^2/8\theta^2$. Hence
\begin{equation}
\frac1{2\theta}-\frac3{4\theta^2}\le 1-F\le 1-\sqrt{\frac{\theta}{1+\theta}} .
\label{eq:bounds}
\end{equation}
Both sides approach $1/(2\theta)$ at large $\theta$. The relative error thus falls only as the inverse of the waiting time, although the density falls almost exponentially.

\subsection{Correcting one reading}

Dividing $t$ by $\tau_{\rm app}=\tau F$ gives an equation for $\theta$ alone:
\begin{equation}
\frac{\theta}{F(\theta)}=\frac{t}{\tau_{\rm app}},\qquad \tau=\frac t\theta .
\label{eq:corr}
\end{equation}
To see that the root is unique, differentiate $F$. The factors $\sqrt\theta$ and $e^\theta$ give $F/(2\theta)+F$, and erfc gives $-1$, so
\begin{equation}
\epsilon\equiv\frac{\theta}{F}\frac{dF}{d\theta}=\frac12+\theta-\frac\theta F .
\end{equation}
Differentiating (\ref{eq:int}) instead multiplies its integrand by $\frac12(s/\theta)/(1+s/\theta)$ in $\theta\,dF/d\theta$. This factor lies between 0 and $\frac12$, so $0<\epsilon<\frac12$. The logarithmic derivative of $\theta/F$ is $1-\epsilon>0$, and $\theta/F$ runs from 0 to infinity, so there is one root.

For the data, $t/\tau_{\rm app}=10/7.579=1.319$. Trying $\theta=1$ gives $F(1)=\sqrt\pi\,e\,\mathrm{erfc}(1)=1.772\times2.718\times0.1573=0.758$ and $\theta/F=1.319$. Hence
\begin{equation}
\tau=10.0\ \mu\text{s}.
\end{equation}
The tempting estimate is 24\% below the true lifetime. The other datum agrees: the predicted drop is $-V_T\ln 0.1573=47.8$ mV.

The correction enlarges slope errors moderately. At fixed $t$, $\tau_{\rm app}=\tau F(t/\tau)$ gives $d\ln\tau_{\rm app}=(1-\epsilon)\,d\ln\tau$, so a small relative error in $\tau_{\rm app}$ is multiplied by $1/(1-\epsilon)$, between 1 and 2. At $t=\tau$ the factor is $1/(0.5-1+1.319)=1.22$.

\section{Does waiting help?}

\subsection{The ideal diode}

Solving $1-F=0.10$ and $1-F=0.05$ numerically gives $\theta=3.73$ and $8.63$. For $\tau=10\ \mu$s:

\begin{center}
\begin{tabular}{cccc}
$t$ ($\mu$s) & $p(0,t)/p_0$ & $\tau_{\rm app}$ ($\mu$s) & error (\% of $\tau$)\\
2.5 & 0.480 & 5.46 & $-45$\\
10 & 0.157 & 7.58 & $-24$\\
20 & 0.0455 & 8.43 & $-16$\\
37.3 & 0.00633 & 9.00 & $-10$\\
86.3 & $3.3\times10^{-5}$ & 9.50 & $-5$
\end{tabular}
\end{center}

Halving the error from 10\% to 5\% takes more than twice the time and lowers the edge density by a further factor of about 200. The voltage drops are 131 and 267 mV. Low injection limits the starting density from above, so this range must be found at the bottom, where neglected charges matter.

\subsection{A silicon diode}

Take rough typical silicon values: $N=3\times10^{15}$ cm$^{-3}$, $D=12$ cm$^2$/s, $\tau=10\ \mu$s and intrinsic density $10^{10}$ cm$^{-3}$. Then $L=110\ \mu$m and $p_{n0}=3.3\times10^4$ cm$^{-3}$. With $p_0=0.05N=1.5\times10^{14}$ cm$^{-3}$, the initial voltage is 0.575 V and the initial current density $qDp_0/L=26$ mA/cm$^2$.

Equation (\ref{eq:diff}) was solved by finite volumes with the following effects added, $p_0$ and the other parameters being held fixed:
\begin{itemize}
\item depletion capacitance in the depletion approximation, for an emitter doping of $10^{19}$ cm$^{-3}$ (initially 29 nF/cm$^2$);
\item depletion recombination, at its maximum rate for lifetime $\tau$ over the whole depletion width, for a midgap centre with equal electron and hole capture lifetimes. This is an upper estimate for such a centre. The base lifetime fixes only the hole capture lifetime, and an electron capture lifetime of $\tau/100$ would give about twice this rate;
\item emitter loss with a saturation current density of 100 fA/cm$^2$;
\item a base 500 $\mu$m long ($4.6L$) with $p=0$ at the rear contact;
\item moderate injection: ambipolar diffusion for a mobility ratio of 3, and the voltage of the internal field (Dember voltage) added to the barrier change $V_T\ln[1+p(0,t)/p_{n0}]$. The computation also adds $V_T\ln[1+p(0,t)/N]$, which does not belong in the terminal voltage of a base whose far end is in equilibrium. The effect is therefore overstated: this term shortens the readings by about 1.5\% at 5 $\mu$s, 0.8\% at 10 $\mu$s and less later. Without it the moderate-injection row below reads 7.55 and 8.82, and with all five effects the readings at 5 and 10 $\mu$s are 6.4 and 7.5 $\mu$s direct, 9.7 and 9.9 $\mu$s corrected. The starting profile keeps its low-injection form.
\end{itemize}

Added singly, they change the apparent lifetime as follows.

\begin{center}
\begin{tabular}{lcc}
 & \multicolumn{2}{c}{$\tau_{\rm app}$ ($\mu$s) at}\\
effect added & 10 $\mu$s & 30 $\mu$s\\
none & 7.58 & 8.82\\
capacitance & 7.73 & 10.18\\
depletion recombination & 7.46 & 8.35\\
emitter loss & 7.51 & 8.76\\
finite base & 7.57 & 8.71\\
moderate injection & 7.49 & 8.81
\end{tabular}
\end{center}

Capacitance is the largest of these, and it acts in the opposite direction to the others. As $V$ falls the depletion region widens and releases holes into the base, which replaces (\ref{eq:bc}) by $-qD\,\partial_xp=C|dV/dt|$ at the edge. A fall of $V_T$ releases about $CV_T=7.6\times10^{-10}$ C/cm$^2$, as much as an edge density $CV_T/(qL)\simeq4\times10^{11}$ cm$^{-3}$ spread over one diffusion length. The ideal edge density is $2.4\times10^{13}$ cm$^{-3}$ at 10 $\mu$s but $2.1\times10^{12}$ cm$^{-3}$ at 30 $\mu$s, so the ratio of the two densities grows from about 2\% to about 20\%. This compares the released charge with the density at the edge, which sets the voltage; the whole stored charge is larger than $qLp(0,t)$.

With all five effects together, the direct reading and the reading corrected by (\ref{eq:corr}) are:

\begin{center}
\begin{tabular}{ccc}
$t$ ($\mu$s) & direct ($\mu$s) & corrected ($\mu$s)\\
5 & 6.3 & 9.5\\
10 & 7.4 & 9.8\\
20 & 8.6 & 10.2\\
30 & 9.6 & 11.0\\
50 & 14.5 & 16.4
\end{tabular}
\end{center}

Waiting does not make the direct reading settle at $\tau$. In the table it passes through 10 $\mu$s between 30 and 50 $\mu$s and is 45\% too long at 50 $\mu$s. Its closeness at 30 $\mu$s is a cancellation between the diffusion error and the capacitance, and gives no sign of convergence. The corrected readings in the table lie within 5\% of $\tau$ from 5 to 20 $\mu$s.

For equal capture lifetimes, two simplifications make the late readings in the table too short. The depletion approximation understates the capacitance under forward bias: with the mobile carriers kept in Poisson's equation it is 50 nF/cm$^2$ initially, not 29. The depletion recombination is also four to six times too large. Without them the direct readings are longer by about 5\% at 20 $\mu$s, 8\% at 30 $\mu$s and 12\% at 50 $\mu$s. The direct reading then passes $\tau$ before 30 $\mu$s, and the corrected one is already about 8\% too long at 20 $\mu$s. With an electron capture lifetime of $\tau/100$ the depletion recombination is stronger. The shifts then fall to about 1\%, 2\% and 5\%, and the direct reading at 30 $\mu$s is 9.85 $\mu$s. In both cases a reading to be corrected is better taken between 5 and 15 $\mu$s, where the result for this diode stays within 5\% of $\tau$.

\subsection{Comparison with real diodes}

Silicon lifetimes vary by orders of magnitude with purity and processing, so 10 $\mu$s is one plausible value and not a standard one. The long base is a demanding assumption. A lifetime of 100 $\mu$s at the same $D$ would make $L$ about 350 $\mu$m, and a 500 $\mu$m base would be only $1.4L$ long; (\ref{eq:erfc}) should not then be used. Within the estimates above, depletion capacitance moves the late reading most: by 15\% at 30 $\mu$s relative to the ideal reading in the depletion approximation, and by 20\% with the mobile carriers included. A lifetime that depends on injection, surface recombination and a slow current switch are not included. An error of 1 K in the temperature used for $V_T$ changes $\tau_{\rm app}$ by 0.33\%.
